\section*{The film term in three-omega thermometry: derivation and limits, part 1}

(Sections cited here and not found follow in the second part.)

\section{First half: from the heater current to the film term}

\subsection{The result}

A straight metal line of width $2b$ and length $L$ lies on a film of thickness $d$ and thermal conductivity $k_f$. The film lies on a deep substrate of conductivity $k_s$. A current of angular frequency $\omega$ heats the line, and the heating oscillates at $2\omega$ with amplitude $P$. Compared with the same line on the bare substrate, the film raises the in-phase amplitude of the heater temperature, that is, the part that oscillates in step with the heating, by
\begin{equation}
\Delta T_f\simeq\frac{P\,d}{k_f A},\qquad A=2bL .
\label{main}
\end{equation}
The frequency does not appear. The rise is proportional to the heating amplitude and to $d/k_f$, and inversely proportional to the heater area $A$.

Equation \eqref{main} is a leading term. A small ratio $d/b$ is necessary for it but not sufficient. Let $C_f$ and $C_s$ be the heat capacities per unit volume, and let $D_j=k_j/C_j$ be the diffusivities, with $j=f$ or $s$. The length
\begin{equation}
\delta=\sqrt{\frac{D_s}{2\omega}}
\label{depth}
\end{equation}
sets the depth that the oscillation reaches in the substrate. Sufficient conditions are
\begin{equation}
\begin{gathered}
\frac db\ll1,\qquad \frac{k_f^2}{k_s^2}\ll1,\qquad
\frac{k_fC_f}{k_sC_s}\ll1,\\
\frac{2\omega d^2}{D_f}\ll1,\qquad \frac{C_f d}{C_s\delta}\ll1 .
\end{gathered}
\label{conditions}
\end{equation}
The first keeps the heat flow in the film one-dimensional. The next two make the film a poor conductor beside the substrate, for steady and for oscillating flow. The last two keep heat storage in the film small. Each condition appears below at the step that needs it.

\subsection{Model and conventions}

The coordinate $x$ runs across the line, with $|x|<b$ under the heater, and $z$ points down from the film surface. The line is long compared with $b$ and $\delta$, so the temperature does not depend on the position along it. The substrate is many times deeper than $\delta$ and is treated as infinitely deep. The layers are isotropic, the surface loses no heat to the surroundings, and the heater stores none. Heat enters the film uniformly over the heater width.

The oscillating part of the temperature is written as $\mathrm{Re}\,[T(x,z)e^{2i\omega t}]$. A positive real $T$ is in phase with the heating, and a negative imaginary part means a lag. The time derivative becomes a factor $2i\omega$, so the heat equation $C_j\,\partial_t T=k_j\nabla^2T$ reads
\begin{equation}
k_j\left(\frac{\partial^2T}{\partial x^2}+\frac{\partial^2T}{\partial z^2}\right)=2i\omega C_jT .
\label{heat}
\end{equation}

\subsection{Heating at twice and voltage at three times the frequency}

The current $I=I_0\cos\omega t$ in a line of resistance $R_0$ releases the power
\begin{equation}
I^2R_0=\frac{I_0^2R_0}{2}\left(1+\cos2\omega t\right),
\qquad P=\frac{I_0^2R_0}{2}.
\label{power}
\end{equation}
The amplitude of the oscillating power equals the mean power. The mean power produces a steady temperature rise. We let $R_0$ be the resistance at that raised mean temperature and follow the oscillation alone.

Let the width-averaged heater temperature have the amplitude $T=|T|e^{i\varphi}$, and let $\beta$ be the relative change of resistance per kelvin. Then
\begin{align}
V&=I_0\cos\omega t\;R_0\left[1+\beta|T|\cos(2\omega t+\varphi)\right]\nonumber\\
&=I_0R_0\cos\omega t+\tfrac12I_0R_0\beta|T|\left[\cos(3\omega t+\varphi)+\cos(\omega t+\varphi)\right].
\end{align}
The second line uses $\cos p\cos q=\frac12[\cos(p+q)+\cos(p-q)]$. The complex amplitude of the third harmonic is therefore
\begin{equation}
V_{3\omega}=\tfrac12I_0R_0\,\beta\,T .
\label{v3}
\end{equation}
The small oscillation of the resistance also changes the heating, by a relative amount of order $\beta|T|$. This feedback is neglected, which requires $\beta|T|\ll1$. To the same order the strips that make up the width of the line act as parallel conductors whose small changes add, so the width average is the temperature that the voltage senses.

\subsection{Fourier transform along the surface}

We use
\begin{equation}
\hat g(\lambda)=\int_{-\infty}^{\infty}g(x)e^{-i\lambda x}\,dx,\qquad
g(x)=\frac1{2\pi}\int_{-\infty}^{\infty}\hat g(\lambda)e^{i\lambda x}\,d\lambda .
\end{equation}
The heat flux into the surface is $q(x)=P/A$ under the heater and zero outside. Its transform is
\begin{equation}
\hat q(\lambda)=\frac PA\int_{-b}^{b}e^{-i\lambda x}dx
=\frac{P}{2bL}\,\frac{2\sin\lambda b}{\lambda}
=\frac PL\,S(\lambda),\qquad S(\lambda)=\frac{\sin\lambda b}{\lambda b}.
\end{equation}
The problem is linear and the layers do not change along $x$. Each wave number therefore responds by itself, and the surface temperature is $\hat T(\lambda,0)=Z(\lambda)\hat q(\lambda)$. The function $Z$ is a thermal impedance: temperature per unit flux.

The average of $e^{i\lambda x}$ over the heater is
\begin{equation}
\frac1{2b}\int_{-b}^{b}e^{i\lambda x}\,dx=S(\lambda),
\end{equation}
so averaging supplies a second factor $S$. Since $Z$ depends on $\lambda^2$ alone, the integrand is even, and twice the integral over positive $\lambda$ gives
\begin{equation}
T=\frac1{2\pi}\frac PL\int_{-\infty}^{\infty}Z\,S^2\,d\lambda
=\frac{P}{\pi L}\int_0^\infty Z(\lambda)\,S^2(\lambda)\,d\lambda .
\label{average}
\end{equation}

\subsection{Impedance of the film on its substrate}

For one wave number, $\partial^2/\partial x^2$ becomes $-\lambda^2$, and \eqref{heat} turns into
\begin{equation}
\frac{d^2\hat T}{dz^2}=\gamma_j^2\hat T,\qquad
\gamma_j^2=\lambda^2+\frac{2i\omega}{D_j},\qquad \mathrm{Re}\,\gamma_j>0 .
\end{equation}
In the substrate the solution must decay downwards as $e^{-\gamma_s(z-d)}$. The flux entering it is $-k_s\,d\hat T/dz=k_s\gamma_s\hat T$. We define
\begin{equation}
s=k_s\gamma_s,\qquad a=k_f\gamma_f,\qquad t=\tanh(\gamma_fd).
\end{equation}
The bare substrate has the impedance $1/s$.

Let the contact between film and substrate have a resistance $R_c$ for unit area, so that a flux $q_d$ through it causes a temperature step $R_cq_d$. The bottom of the film then sees the load
\begin{equation}
\hat T(d)=Z_L\,q_d,\qquad Z_L=\frac1s+R_c .
\label{load}
\end{equation}
A perfect contact has $R_c=0$.

In the film, $\hat T=U\cosh\gamma_fz+W\sinh\gamma_fz$. Let $q_0$ be the flux entering at $z=0$. The temperature there gives $U=Zq_0$. The flux there is $-k_f\gamma_fW=q_0$, so $W=-q_0/a$. At the bottom of the film,
\begin{align}
\hat T(d)&=q_0\left(Z\cosh\gamma_fd-\frac1a\sinh\gamma_fd\right),\\
q_d&=-k_f\hat T'(d)=q_0\left(\cosh\gamma_fd-aZ\sinh\gamma_fd\right).
\end{align}
We insert both in \eqref{load} and divide by $q_0\cosh\gamma_fd$:
\begin{equation}
Z-\frac ta=Z_L-aZ_LZt .
\end{equation}
Collecting the terms with $Z$ on the left gives
\begin{equation}
Z=\frac{Z_L+t/a}{1+aZ_Lt}.
\label{impedance}
\end{equation}
For $d\to0$ we have $t/a\to0$ and $at\to0$, and $Z\to Z_L$, as it must.

\subsection{What the film adds}

Subtracting $Z_L$ from \eqref{impedance} over the common denominator gives
\begin{align}
Z-Z_L&=\frac{Z_L+t/a-Z_L-aZ_L^2t}{1+aZ_Lt}
=\frac ta\,\frac{1-a^2Z_L^2}{1+aZ_Lt}.
\label{excessload}
\end{align}
No approximation has been made within the model. For a perfect contact, $Z_L=1/s$ and
\begin{equation}
Z-\frac1s=\frac ta\;\frac{1-a^2/s^2}{1+at/s}.
\label{excess}
\end{equation}
Three approximations reduce the right side to $d/k_f$.

\emph{The factor $t/a$.} For $|\gamma_fd|\ll1$ we have $\tanh(\gamma_fd)\simeq\gamma_fd$, so
\begin{equation}
\frac ta=\frac{\tanh(\gamma_fd)}{k_f\gamma_f}\simeq\frac d{k_f}.
\end{equation}
This needs $2\omega d^2/D_f\ll1$ and $\lambda d\ll1$. The second requirement fails for wave numbers above $1/d$, but these carry little weight. Because $\sin^2\le1$,
\begin{equation}
\int_{1/d}^{\infty}S^2\,d\lambda\le\int_{1/d}^\infty\frac{d\lambda}{\lambda^2b^2}=\frac d{b^2},
\end{equation}
which is at most a fraction $2d/(\pi b)$ of the full integral $\pi/(2b)$ found below.

\emph{The term $a^2/s^2$.} Writing out the squares,
\begin{equation}
\left|\frac{a^2}{s^2}\right|^2=
\frac{k_f^4\lambda^4+4\omega^2k_f^2C_f^2}{k_s^4\lambda^4+4\omega^2k_s^2C_s^2}.
\end{equation}
Let $\varepsilon$ be the larger of $k_f^2/k_s^2$ and $k_fC_f/(k_sC_s)$. Each term of the numerator is at most $\varepsilon^2$ times the term below it. Hence $|a^2/s^2|\le\varepsilon$ for every wave number. The bound is not always reached in the average over the heater. The ratio $k_fC_f/(k_sC_s)$ governs only wave numbers below about $1/\delta$, so for $b\ll\delta$ its effect on the film term is reduced by a factor of order $b/\delta$, and the third condition in \eqref{conditions} can then be relaxed.

\emph{The term $at/s$.} For small $|\gamma_fd|$,
\begin{equation}
\frac{at}s\simeq\frac{k_f\gamma_f^2d}{s}=\frac{k_f\lambda^2d+2i\omega C_fd}{k_s\gamma_s}.
\label{shunt}
\end{equation}
Since $|\gamma_s|=(\lambda^4+\delta^{-4})^{1/4}$ is at least as large as both $\lambda$ and $1/\delta$, the first part is at most $(k_f/k_s)\lambda d$. At $\lambda\sim1/b$ this is of order $(k_f/k_s)(d/b)$. Wave numbers between $1/b$ and $1/d$ also contribute, because $\lambda S^2$ falls only as $1/\lambda$, and the average over the heater is of order $(k_f/k_s)(d/b)\ln(b/d)$. The second part is at most
\begin{equation}
\frac{2\omega C_fd\,\delta}{k_s}=\frac{D_s}{\delta^2}\,\frac{C_fd\,\delta}{k_s}=\frac{C_fd}{C_s\delta},
\end{equation}
the heat capacity of the film divided by that of a substrate layer of depth $\delta$. The square of this ratio equals the product of $k_fC_f/(k_sC_s)$ and $2\omega d^2/D_f$. The last condition in \eqref{conditions} therefore follows from the third and the fourth, and is listed for its physical meaning.

\subsection{The remaining integral}

With $Z-1/s\simeq d/k_f$, equation \eqref{average} gives
\begin{equation}
\Delta T_f\simeq\frac{P}{\pi L}\,\frac d{k_f}\int_0^\infty S^2(\lambda)\,d\lambda .
\end{equation}
The integral follows from Parseval's relation for the function $h(x)=1/(2b)$ on $|x|<b$ and zero elsewhere. Its transform is $S(\lambda)$, so
\begin{equation}
\frac1{2\pi}\int_{-\infty}^{\infty}S^2\,d\lambda=\int_{-b}^{b}\frac{dx}{4b^2}=\frac1{2b},
\qquad\text{hence}\qquad \int_0^\infty S^2\,d\lambda=\frac{\pi}{2b}.
\label{parseval}
\end{equation}
Therefore
\begin{equation}
\Delta T_f\simeq\frac P{\pi L}\,\frac d{k_f}\,\frac{\pi}{2b}=\frac{P\,d}{k_f\,2bL},
\end{equation}
which is \eqref{main}.

An impedance that does not depend on $\lambda$ relates temperature and flux point by point. Under these conditions the film is a slab crossed by the flux $P/A$, with a temperature drop $(P/A)(d/k_f)$. It stores almost no heat, so the drop follows the heating without delay. The substrate behaves differently: its impedance $1/s$ depends on both $\lambda$ and $\omega$.

\subsection{Why the film must conduct poorly}

Let the film be very thin, but let its conductivity be comparable with that of the substrate. To first order in $d$, \eqref{excess} gives
\begin{equation}
Z-\frac1s\simeq\frac d{k_f}\left(1-\frac{a^2}{s^2}\right)
=\frac d{k_f}-\frac{(k_f\lambda^2+2i\omega C_f)\,d}{s^2}.
\label{contrast}
\end{equation}
The film adds resistance to the vertical flow. It also carries heat sideways and stores heat, and both lower the heater temperature. If film and substrate have equal diffusivities, then $\gamma_f=\gamma_s$ and $a/s=k_f/k_s$ for all $\lambda$, so
\begin{equation}
\Delta T_f\simeq\frac{Pd}{k_fA}\left(1-\frac{k_f^2}{k_s^2}\right).
\end{equation}
For $k_f=k_s/2$ the factor is $0.75$, and the full integral for a very thin film gives $0.749$. For a film identical to the substrate the excess vanishes, because the film then merely extends a substrate that is already infinitely deep. Equation \eqref{main} would predict a finite rise there, however small $d/b$ is.

\section{Second half: corrections, background and a worked example}

\subsection{Symbols and results carried over}

The heater has half-width $b$, length $L$ and area $A=2bL$. The heating amplitude is $P$, and complex temperatures multiply $e^{2i\omega t}$. Film and substrate have conductivities $k_f,k_s$, heat capacities per volume $C_f,C_s$ and diffusivities $D_f,D_s$. The film thickness is $d$, and $\delta=\sqrt{D_s/(2\omega)}$. With $\gamma_j^2=\lambda^2+2i\omega/D_j$, $a=k_f\gamma_f$, $s=k_s\gamma_s$, $t=\tanh(\gamma_fd)$ and $S=\sin(\lambda b)/(\lambda b)$, a perfectly bonded film adds
\begin{equation}
\Delta T_f=\frac P{\pi L}\int_0^\infty\frac ta\,\frac{1-a^2/s^2}{1+at/s}\,S^2\,d\lambda
\simeq\frac{Pd}{k_fA},\qquad \int_0^\infty S^2\,d\lambda=\frac\pi{2b}.
\label{carried}
\end{equation}

This part has derived the leading film term $Pd/(k_fA)$ and the conditions under which it holds, including why the film must conduct poorly beside the substrate. What remains are the corrections for edge spreading and heat storage, the substrate background, the effect of contact resistance, and a worked example that recovers the film's conductivity.
